\section*{Recombination at dangling bonds with three charge states, part 1}

(Sections cited here and not found follow in the second part.)

\section{Occupations and rate of one kind of defect}

\subsection{The physical situation}

In amorphous silicon some atoms have three bonded neighbours instead of four. The fourth orbital is left over, and its energy lies in the gap. It can hold no electron, one electron or two. With one electron the defect is neutral, so it is positive when empty and negative when doubly occupied. These states are called $D^+$, $D^0$ and $D^-$.

Under illumination, free electrons and holes can disappear in pairs at such defects. A neutral bond can take an electron first and a hole afterwards, or the other way round. The usual single-level trap has two states and one such sequence. One may therefore ask what the rate is when three states share one orbital, and whether two ordinary traps, one for each change of charge, would give the same answer.

\subsection{Assumptions and capture rates}

Let $N$ be the number of dangling bonds per volume, and $n$ and $p$ the densities of free electrons and holes. Both are positive, uniform and treated as given. The probabilities of the three states are $f_+$, $f_0$ and $f_-$, with
\begin{equation}
f_++f_0+f_-=1 .
\end{equation}
Four capture processes connect the states. Each has a coefficient with the unit cm$^3$/s. The subscript names the captured carrier and the superscript the charge of the defect \emph{before} capture. The corresponding rates per defect are
\begin{align}
D^++e&\to D^0: & A&=n\,c_n^+, \nonumber\\
D^0+h&\to D^+: & P&=p\,c_p^0, \nonumber\\
D^0+e&\to D^-: & Q&=n\,c_n^0, \nonumber\\
D^-+h&\to D^0: & B&=p\,c_p^- .
\end{align}
The two spin states of $D^0$ are counted together, and the coefficients are averages or sums over spin accordingly.

Thermal emission of carriers from the defect is neglected. So are hopping between defects and recombination elsewhere. The energies of the defect levels then do not appear. A spread of these energies has no effect on the results, provided that the coefficients are the same for all defects. The second half restores emission and estimates the other omissions.

\subsection{Rate equations and their steady state}

Each probability changes by what flows in minus what flows out:
\begin{align}
\dot f_+&=-A f_++P f_0, \\
\dot f_0&=A f_+-P f_0-Q f_0+B f_-, \\
\dot f_-&=Q f_0-B f_- .
\end{align}
The three right-hand sides add to zero, so the normalization is preserved. In the steady state the first and third equations give
\begin{equation}
A f_+=P f_0,\qquad Q f_0=B f_- , \label{links}
\end{equation}
and the second is then satisfied as well. The states form a chain, $D^+\rightleftharpoons D^0\rightleftharpoons D^-$. A chain has no closed loop around which probability could circulate, so the flow across each link must vanish separately.

Define the two ratios
\begin{equation}
a=\frac PA=\frac{p\,c_p^0}{n\,c_n^+},\qquad
b=\frac QB=\frac{n\,c_n^0}{p\,c_p^-}.
\end{equation}
Equation (\ref{links}) reads $f_+=a f_0$ and $f_-=b f_0$. Normalization gives $f_0(a+1+b)=1$, hence
\begin{equation}
f_+=\frac{a}{1+a+b},\qquad f_0=\frac{1}{1+a+b},\qquad f_-=\frac{b}{1+a+b}. \label{occ}
\end{equation}
The occupations depend on the carrier densities through $n/p$ alone. Raising both densities by the same factor makes the defect change state more often but leaves the time fractions unchanged. This differs from thermal equilibrium, where a Fermi level and the level energies fix the occupations.

\subsection{Approach to the steady state}

For fixed $n$ and $p$ the steady state is reached from any starting point. To see this, eliminate $f_0=1-f_+-f_-$. The deviations $u$ and $v$ of $f_+$ and $f_-$ from their steady values obey
\begin{align}
\dot u&=-(A+P)u-Pv, \\
\dot v&=-Qu-(B+Q)v .
\end{align}
A solution proportional to $e^{-\lambda t}$ requires $(A+P-\lambda)(B+Q-\lambda)-PQ=0$, or
\begin{equation}
\lambda^2-(A+P+B+Q)\lambda+(AB+AQ+PB)=0 .
\end{equation}
The discriminant is $(A+P-B-Q)^2+4PQ$, which is positive, so both roots are real. Their sum and product are positive, so both roots are positive. Every deviation decays.

\subsection{The recombination rate}

Electrons are captured by $D^+$ and by $D^0$. Their rate of loss per volume is
\begin{equation}
R_n=N(Af_++Qf_0)=N(P+Q)f_0 ,
\end{equation}
where the first balance in (\ref{links}) replaced $Af_+$ by $Pf_0$. Holes are captured by $D^0$ and $D^-$:
\begin{equation}
R_p=N(Pf_0+Bf_-)=N(P+Q)f_0 ,
\end{equation}
by the second balance. The two losses agree, as they must when the charge on the defects is constant. The common value is the number of electron--hole pairs lost per volume and time:
\begin{equation}
R=N\,\frac{n\,c_n^0+p\,c_p^0}
{1+\dfrac{p\,c_p^0}{n\,c_n^+}+\dfrac{n\,c_n^0}{p\,c_p^-}} . \label{R}
\end{equation}

The history of a single defect gives the same formula and shows what the denominator means. Start at the moment when the defect becomes neutral. It stays neutral for a mean time $1/(P+Q)$. With probability $P/(P+Q)$ it then captures a hole and waits a mean time $1/A$ for an electron. With probability $Q/(P+Q)$ it captures an electron and waits a mean time $1/B$ for a hole. In either case it is neutral again and one pair has gone. The mean duration of this cycle is
\begin{equation}
T=\frac{1}{P+Q}\left(1+\frac PA+\frac QB\right)=\frac{1+a+b}{P+Q},
\end{equation}
and $R=N/T$. The terms $1$, $a$ and $b$ measure the time spent neutral, positive and negative.

\subsection{Limiting cases}

It is useful to compare neutral with charged capture for each carrier:
\begin{equation}
r_n=\frac{c_n^0}{c_n^+}=\frac QA,\qquad r_p=\frac{c_p^0}{c_p^-}=\frac PB .
\end{equation}
A charged defect attracts the carrier that it captures, so one expects $r_n$ and $r_p$ to be below one. The derivation does not need this. The product
\begin{equation}
ab=\frac{PQ}{AB}=r_nr_p \label{ab}
\end{equation}
does not depend on the carrier densities: when $n/p$ rises, $b$ rises and $a$ falls by the same factor.

\emph{Mostly neutral defects.} If $a\ll1$ and $b\ll1$, then
\begin{equation}
R\simeq N(n\,c_n^0+p\,c_p^0). \label{neutral}
\end{equation}
The two conditions together mean $c_p^0/c_n^+\ll n/p\ll c_p^-/c_n^0$. Such a range exists if $r_nr_p\ll1$. The slow step is the first capture, and either carrier can perform it. The two contributions therefore add.

\emph{Many more electrons than holes.} As $n/p\to\infty$, the numerator of (\ref{R}) tends to $Nn\,c_n^0$ and the denominator to $b$. Hence
\begin{equation}
R\to N p\,c_p^- .
\end{equation}
Nearly every defect is negative and waits for a hole.

\emph{Many more holes than electrons.} In the same way $R\to Nn\,c_n^+$ as $n/p\to0$. Nearly every defect is positive and waits for an electron.

\subsection{Worked example}

The following values are rough and chosen to resemble hydrogenated amorphous silicon after long exposure to light, at 300 K:
\begin{align*}
N&=5\times10^{16}\ \text{cm}^{-3}, & \sqrt{np}&=10^{13}\ \text{cm}^{-3},\\
c_n^+&=1.5\times10^{-7}\ \text{cm}^3/\text{s}, & c_n^0&=3\times10^{-9}\ \text{cm}^3/\text{s},\\
c_p^-&=5\times10^{-8}\ \text{cm}^3/\text{s}, & c_p^0&=2\times10^{-9}\ \text{cm}^3/\text{s}.
\end{align*}
Thus $r_n=0.02$ and $r_p=0.04$. For $n=p=10^{13}$ cm$^{-3}$,
\begin{equation*}
a=\frac{2\times10^{-9}}{1.5\times10^{-7}}=0.0133,\qquad
b=\frac{3\times10^{-9}}{5\times10^{-8}}=0.060,
\end{equation*}
so $f_0=1/1.0733=0.932$, $f_+=0.012$ and $f_-=0.056$. The neutral capture rates are $Q=3\times10^4$ s$^{-1}$ and $P=2\times10^4$ s$^{-1}$. The recombination rate is
\begin{equation*}
R=5\times10^{16}\times5\times10^{4}\times0.932
=2.33\times10^{21}\ \text{cm}^{-3}\,\text{s}^{-1}.
\end{equation*}
The ratio $n/R$ is 4.3 ns. Multiplied by the elementary charge and a film thickness of 300 nm, the rate corresponds to a current density of 11.2 mA/cm$^2$.

With $np$ held fixed, other ratios $n/p$ give:
\begin{center}
\begin{tabular}{ccccc}
$n/p$ & $f_+$ & $f_0$ & $f_-$ & $R$ ($10^{21}$ cm$^{-3}$s$^{-1}$)\\
$10^{-4}$ & 0.993 & 0.007 & 0.000 & 0.745\\
$10^{-2}$ & 0.571 & 0.429 & 0.000 & 4.35\\
$1$ & 0.012 & 0.932 & 0.056 & 2.33\\
$10^{2}$ & 0.000 & 0.143 & 0.857 & 2.16\\
$10^{4}$ & 0.000 & 0.002 & 0.998 & 0.250
\end{tabular}
\end{center}
The last row can be compared with the limit $Np\,c_p^-$. With $p=10^{11}$ cm$^{-3}$ this is $0.25\times10^{21}$ cm$^{-3}$s$^{-1}$, as found.

The densities in this table are inputs. In a uniform film without space charge, neutrality selects $n/p$. At $n=p$ the defects carry a net charge density, in elementary charges, of $N(f_+-f_-)=-2.2\times10^{15}$ cm$^{-3}$, some two hundred times larger in size than the free electron density. Charge in tail states or dopants would have to balance it. The tail model of the second half carries about $+1.6\times10^{16}$ cm$^{-3}$ at $n=p$, more than is needed. Without dopants, neutrality then lies near $n/p=3$, where $R=2.7\times10^{21}$ cm$^{-3}$s$^{-1}$.

\subsection{Two maxima at fixed $np$}

The table shows a rate that is smaller at $n=p$ than at $n/p=10^{-2}$. To find the extrema, hold $s=\sqrt{np}$ fixed and use the variable
\begin{equation}
z=\frac{Q}{P}=\frac np\,\frac{c_n^0}{c_p^0}.
\end{equation}
Since $PQ=s^2c_n^0c_p^0$ is fixed, $Q=s\sqrt{c_n^0c_p^0}\,\sqrt z$ and $P=s\sqrt{c_n^0c_p^0}/\sqrt z$. Also $a=P/A=(P/Q)(Q/A)=r_n/z$, and $b=Q/B=(Q/P)(P/B)=r_pz$. Therefore
\begin{equation}
R=Ns\sqrt{c_n^0c_p^0}\;\frac{(1+z)\sqrt z}{r_n+z+r_pz^2}. \label{Rz}
\end{equation}
The derivative of $\ln R$ vanishes when
\begin{equation}
\frac{1}{1+z}+\frac1{2z}=\frac{1+2r_pz}{r_n+z+r_pz^2}.
\end{equation}
The left side is $(3z+1)/[2z(1+z)]$. Cross-multiplication gives
\begin{align}
&3r_pz^3+(3+r_p)z^2+(1+3r_n)z+r_n \nonumber\\
&\qquad=4r_pz^3+(2+4r_p)z^2+2z ,
\end{align}
or, after collecting terms,
\begin{equation}
g(z)=r_pz^3-(1-3r_p)z^2+(1-3r_n)z-r_n=0. \label{cubic}
\end{equation}
The slope of $R$ has the sign of $-g$. Since $g(0)=-r_n<0$ and $g\to+\infty$ for large $z$, the rate first rises and finally falls. Three distinct positive roots mean a maximum, a dip and a second maximum.

For equal ratios $r_n=r_p=r$ the cubic factorizes:
\begin{equation}
g(z)=(z-1)\left[rz^2-(1-4r)z+r\right].
\end{equation}
The roots of the bracket have product 1. They are real, positive and distinct if $1-4r>2r$, that is, if
\begin{equation}
r<\tfrac16 .
\end{equation}
They then lie on either side of the dip at $z=1$.

In the example the maxima are at $n/p=0.0145$ and $13.9$, with $R=4.42\times10^{21}$ and $3.19\times10^{21}$ cm$^{-3}$s$^{-1}$. The dip is at $n/p=0.74$, with $2.31\times10^{21}$ cm$^{-3}$s$^{-1}$. A numerical search on the solved rate equations finds the same three positions as (\ref{cubic}).

The positions have a simple meaning when $r_n$ and $r_p$ are small. For $z\gg1$, (\ref{Rz}) becomes proportional to $\sqrt z/(1+r_pz)$, which is largest at $r_pz=b=1$. There $D^0$ and $D^-$ are equally frequent, and
\begin{equation}
R_{\max}\simeq\tfrac12Ns\sqrt{c_n^0c_p^-}. \label{upper}
\end{equation}
For $z\ll1$ the form is $\sqrt z/(r_n+z)$, largest at $a=1$, with
\begin{equation}
R_{\max}\simeq\tfrac12Ns\sqrt{c_p^0c_n^+}. \label{lower}
\end{equation}
These estimates give $3.1\times10^{21}$ and $4.3\times10^{21}$ cm$^{-3}$s$^{-1}$. Between the maxima the defects are mostly neutral, and the slow first capture limits the rate.

\section{Comparison with two independent traps, and validity}

\subsection{Symbols and results carried over}

A density $N$ of dangling bonds captures free carriers of densities $n$ and $p$. The rates per defect are $A=nc_n^+$ (electron by $D^+$), $P=pc_p^0$ (hole by $D^0$), $Q=nc_n^0$ (electron by $D^0$) and $B=pc_p^-$ (hole by $D^-$). With $a=P/A$ and $b=Q/B$, the steady state without emission is
\begin{equation}
f_+:f_0:f_-=a:1:b,\qquad R=N\frac{P+Q}{1+a+b}. \label{recall}
\end{equation}
The ratios of neutral to charged capture are $r_n=Q/A$ and $r_p=P/B$, and $ab=r_nr_p$.

\subsection{The independent pair}

Replace each dangling bond by two separate single-level traps. The first, called the lower trap, is positive when empty and neutral when full. It captures electrons with $c_n^+$ and holes with $c_p^0$. The second, the upper trap, is neutral when empty and negative when full. It captures electrons with $c_n^0$ and holes with $c_p^-$. Each kind has density $N$, so there are $2N$ centres in all. This choice gives the pair the same four capture processes and the same range of charge as the bond. With $N/2$ of each kind, all rates of the pair below would be halved.

Let the lower trap be empty with probability $e$. Balance of electron and hole capture requires $Ae=P(1-e)$, so
\begin{equation}
e=\frac{P}{A+P}=\frac{a}{1+a}.
\end{equation}
Its recombination rate is $NP(1-e)=NP/(1+a)$. Let the upper trap be full with probability $g$. Then $Q(1-g)=Bg$, which gives
\begin{equation}
g=\frac{Q}{Q+B}=\frac{b}{1+b},
\end{equation}
and its rate is $NQ(1-g)=NQ/(1+b)$. The pair together has
\begin{equation}
R_2=N\left(\frac{P}{1+a}+\frac{Q}{1+b}\right). \label{R2}
\end{equation}

We now have the steady-state occupations and recombination rate of the dangling bond, and the rate of a pair of independent traps with the same four capture processes. It remains to compare the two and to examine the neglected thermal emission and other omissions.

Numerical values quoted here were computed with a short program.
